# Residual resistivity and Nordheim's rule in the coherent-potential approximation, part 1

(Sections cited here and not found follow in the second part.)

Take a simple cubic alloy with one orbital per site, lattice constant 5 bohr, nearest-neighbour hopping $t=0.02$ Ha and 0.2 electrons per site, in which the A atoms have a level $\delta=0.01$ Ha above that of the B atoms. With 10 % of A the residual resistivity computed below is 2.86 μΩ cm, and with 90 % of A it is 4.56 μΩ cm. Nordheim's rule, $\rho\propto x(1-x)$, gives one value for both, $0.09\times40.02=3.60$ μΩ cm, while at 50 % it gives 10.0 μΩ cm against a computed 9.88. The computed values come from a formula containing only a product of two averaged spectral functions, although the conductivity is the average of a product. Velický's coherent-potential theory accounts for the factorization, for the parabola and for its tilt.

Hartree atomic units are used ($\hbar=e=m_e=1$), the electrons are independent, and spin gives a factor 2. On a Bravais lattice of $N$ sites, with cell volume $\Omega_0$ and total volume $\mathcal V=N\Omega_0$,
$$H=H_0+\sum_n V_nP_n,\qquad P_n=|n\rangle\langle n|,$$
where $H_0$ is periodic with band $\varepsilon_{\mathbf k}$. The $V_n$ are statistically independent. An A atom occurs with probability $x$ and a B atom with $y=1-x$, and energies are counted from the mean level, so $V_n=y\delta$ on A and $-x\delta$ on B. Then $\langle V_n\rangle=0$ and $\langle V_nV_m\rangle=w\,\delta_{nm}$ with $w=xy^2\delta^2+yx^2\delta^2=xy\delta^2$.

The conductivity follows from the energy absorbed from a field pulse $\mathcal E(t)$ along $x$. For charge $-1$ the perturbation is $+\mathcal E(t)\hat X$, with $\hat X=\sum_nX_nP_n$. Between eigenstates of $H$ with $\omega_{ba}=E_b-E_a>0$, the first-order amplitude is $-iX_{ba}\tilde{\mathcal E}(\omega_{ba})$, with $\tilde{\mathcal E}(\omega)=\int dt\,e^{i\omega t}\mathcal E(t)$. For real $\mathcal E$ the upward and downward probabilities are equal, so the net weight is $f_a-f_b$. The velocity $v=i[H,\hat X]$ has $v_{ba}=i\omega_{ba}X_{ba}$, and the absorbed energy is
$$W=2\sum_{E_b>E_a}(f_a-f_b)\frac{|v_{ba}|^2}{\omega_{ba}}|\tilde{\mathcal E}(\omega_{ba})|^2 .$$
Joule heating gives $W=\mathcal V\int J\mathcal E\,dt=(\mathcal V/\pi)\int_0^\infty\mathrm{Re}\,\sigma(\omega)|\tilde{\mathcal E}|^2d\omega$, by Parseval's theorem and because $\mathrm{Re}\,\sigma$ is even and $\mathrm{Im}\,\sigma$ odd in $\omega$. The pulse is arbitrary, so $\mathrm{Re}\,\sigma(\omega)=(2\pi/\mathcal V\omega)\sum(f_a-f_b)|v_{ba}|^2\delta(\omega-\omega_{ba})$. Inserting $\int dE\,\delta(E-E_a)$, writing the double sum as a trace and letting $\omega\to0$, where $[f(E)-f(E+\omega)]/\omega\to-f'(E)$, gives the Kubo–Greenwood formula
$$\sigma_{xx}=\frac{2\pi}{\mathcal V}\int dE\,(-f')\,\mathrm{Tr}\,\big\langle v\,\delta(E-H)\,v\,\delta(E-H)\big\rangle. \tag{1}$$
In the numerical check, a pulse propagated in time through a disordered chain deposits $1.5338\times10^{-6}\,t$, and the sum above gives the same five digits.

Site-diagonal disorder enters first here. The random potential and $\hat X$ are both diagonal in sites, so they commute and $v=i[H_0,\hat X]$ is not random. With $\langle n|H_0|m\rangle=h(\mathbf R_n-\mathbf R_m)$ and $\varepsilon_{\mathbf k}=\sum_{\mathbf R}h(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$, the element of $v$ is $-iR_xh(\mathbf R)$, whose transform is $v_{\mathbf k}=\partial\varepsilon_{\mathbf k}/\partial k_x$. With $G^\pm=(E\pm i\eta-H)^{-1}$ one has $(i/2\pi)(G^+-G^-)=(\eta/\pi)/[(E-H)^2+\eta^2]\to\delta(E-H)$, where $N\to\infty$ is taken before $\eta\to0$. The trace in (1) is then $-(4\pi^2)^{-1}\sum_{ss'}ss'\,\mathrm{Tr}[v\langle G^svG^{s'}\rangle]$ with $s,s'=\pm$, and everything rests on
$$K=\langle G(z_1)\,C\,G(z_2)\rangle$$
for a non-random operator $C$. Subscripts 1 and 2 label the energies $z_1,z_2$.

Introduce a periodic medium $\bar G=(\zeta-H_0)^{-1}$, $\zeta=z-\Sigma(z)$, with one complex number $\Sigma$ on every site and $F=\bar G_{nn}=N^{-1}\sum_{\mathbf k}(\zeta-\varepsilon_{\mathbf k})^{-1}$. Relative to it the perturbation is $U=\sum_nu_nP_n$ with $u_n=V_n-\Sigma$, and exactly $G=\bar G+\bar GT\bar G$, $T=U+U\bar GT$. Split $T=\sum_nQ_n$ with $Q_n=u_nP_n(1+\bar G\sum_mQ_m)$. Since $Q_n=P_nQ_n$, the term $m=n$ is $u_nFQ_n$, and moving it to the left gives
$$Q_n=t_nP_n\Big(1+\bar G\sum_{m\ne n}Q_m\Big),\qquad t_n=\frac{u_n}{1-u_nF}. \tag{2}$$
Iterating (2) writes $T$ as strings $t_nP_n\bar Gt_mP_m\bar G\cdots$ in which no site follows itself. The single-site approximation averages the outer $t_n$ separately from the wave incident on it, and the coherent-potential approximation (CPA) fixes $\Sigma$ by $\langle t_n\rangle=0$. Then $\langle Q_n\rangle=0$ and $\langle G\rangle=\bar G$ within the approximation. Any string in which some site occurs once averages to zero exactly, which covers all strings of up to three factors. The first one lost is $t_nt_mt_nt_m$, of order $\delta^4$.

The condition $xt_A+yt_B=0$, multiplied by both denominators, reads $xu_A+yu_B=u_Au_BF$. The left side is $-\Sigma$, and $u_Au_B=(y\delta-\Sigma)(-x\delta-\Sigma)=-w+(x-y)\delta\Sigma+\Sigma^2$. Collecting the terms with a factor $\Sigma$,
$$\Sigma=\frac{wF}{1+[\Sigma+(x-y)\delta]F}. \tag{3}$$

Insert $G=\bar G+\bar GT\bar G$ twice in $K$. The terms linear in $T$ vanish, and with $Y=\bar G_1C\bar G_2$
$$K=Y+\bar G_1\Gamma\bar G_2,\qquad\Gamma=\langle T_1YT_2\rangle .$$
$\Gamma$ is the vertex correction. For $T_1$ use (2), and for $T_2$ its mirror form, obtained in the same way from $T=U+T\bar GU$: $T_2=\sum_m\tilde Q_m$ with $\tilde Q_m=(1+\sum_{l\ne m}\tilde Q_l\bar G_2)P_mt_m$. Each term $\langle Q_nY\tilde Q_m\rangle$ has $t_n(z_1)$ outermost on the left and $t_m(z_2)$ outermost on the right. The same decoupling averages these outer factors apart from the interior. For $n\neq m$ this yields $\langle t_n\rangle\langle t_m\rangle=0$. For $n=m$ it yields $L=\langle t(z_1)t(z_2)\rangle$ times the averaged interior between two projectors $P_n$, so $\Gamma=\sum_n\gamma_nP_n$ is site-diagonal. In the interior the terms linear in $Q$ vanish and the bilinear ones are again $\gamma_mP_m$ with $m\ne n$:
$$\gamma_n=L\Big[c_n+\sum_{m\ne n}\bar G_{1,nm}\gamma_m\bar G_{2,mn}\Big],\qquad c_n=\langle n|\bar G_1C\bar G_2|n\rangle .$$
Iterated, this keeps the nested strings $n_1\cdots n_p\,Y\,n_p\cdots n_1$, a ladder. Adding and subtracting the term $m=n$, which is $F_1F_2\gamma_n$, frees the sum and replaces $L$ by $\Lambda=L/(1+LF_1F_2)$. If $c_n=c\,e^{i\mathbf q\cdot\mathbf R_n}$, try $\gamma_n=\gamma e^{i\mathbf q\cdot\mathbf R_n}$. Writing both propagators as Fourier sums over $\mathbf k_1,\mathbf k_2$, the sum over $m$ forces $\mathbf k_1=\mathbf k_2+\mathbf q$, and
$$\gamma=\frac{\Lambda c}{1-\Lambda\Pi_{\mathbf q}},\qquad\Pi_{\mathbf q}=\frac1N\sum_{\mathbf k}\bar G_1(\mathbf k+\mathbf q)\bar G_2(\mathbf k). \tag{4}$$

The denominator has to be controlled before any claim that $\gamma$ vanishes. From (2), $u=t/(1+tF)$, and on any site $u_1-u_2=\Sigma_2-\Sigma_1$ because $V_n$ cancels. Multiplying by $(1+t_1F_1)(1+t_2F_2)$,
$$t_1-t_2+t_1t_2(F_2-F_1)=(\Sigma_2-\Sigma_1)(1+t_1F_1+t_2F_2+t_1t_2F_1F_2).$$
Averaging removes the terms linear in $t$ and leaves the Ward identity $\Lambda=(\Sigma_1-\Sigma_2)/(F_1-F_2)$. Partial fractions give $\Pi_0=(F_1-F_2)/(\zeta_2-\zeta_1)$, hence
$$1-\Lambda\Pi_0=\frac{\zeta_2-\zeta_1-\Sigma_1+\Sigma_2}{\zeta_2-\zeta_1}=\frac{z_2-z_1}{\zeta_2-\zeta_1}. \tag{5}$$
For $z_1=E+i\eta=z_2^*$ one has $\Sigma_2=\Sigma_1^*$, and with $\Delta=-\mathrm{Im}\,\Sigma_1$ the right side is $\eta/(\eta+\Delta)$. Wherever $\mathrm{Im}\,\zeta_1>0$, $L=\langle|t|^2\rangle\ge0$ makes $\Lambda\ge0$, $\Pi_0=N^{-1}\sum_{\mathbf k}|\bar G_1|^2>0$, and (5) rewritten as $\Delta=\Lambda\Pi_0\,\mathrm{Im}\,\zeta_1$ gives $\Delta\ge0$, that is $\mathrm{Im}\,\zeta_1\ge\eta$. On the solution continued from large $\eta$, $\mathrm{Im}\,\zeta_1$ therefore cannot reach zero for $\eta>0$. For $z_2\to z_1$ the right side of (5) is $1/(1-d\Sigma/dz)$. To see that it is nonzero, write $1-\Lambda\Pi_0=[1-L(\Pi_0-F_1F_2)]/(1+LF_1F_2)$. In the equal-sign channel $|L|=|\langle t^2\rangle|\le\langle|t|^2\rangle$ and $|\Pi_0-F^2|=|N^{-1}\sum_{\mathbf k}(\bar G-F)^2|\le N^{-1}\sum_{\mathbf k}|\bar G-F|^2$, so $|L(\Pi_0-F^2)|$ is bounded by its mixed-channel value, which is below 1 because $\eta/(\eta+\Delta)>0$. The denominator is therefore nonzero in all four channels at finite $\eta$, and in the two mixed channels it tends to zero as $\eta\to0$ at every energy where $\Delta$ stays nonzero in that limit. Since $\mathrm{Im}\,F_1=-\Pi_0\,\mathrm{Im}\,\zeta_1$ gives $\Delta=-\Lambda\,\mathrm{Im}\,F_1$, this is the case inside the band; at a square-root band edge $\Delta\propto\eta^{1/2}$ and the ratio still tends to zero, while strictly inside a gap, where $\Sigma$ is finite, $\Delta$ vanishes in proportion to $\eta$ and the ratio stays finite. This is the diffusion pole, and it expresses particle conservation. For $C=e^{i\mathbf q\cdot\hat{\mathbf R}}$ one has $c=\Pi_{\mathbf q}$ and $N^{-1}\mathrm{Tr}[C^\dagger K]=\Pi_{\mathbf q}+\Pi_{\mathbf q}\gamma=\Pi_{\mathbf q}/(1-\Lambda\Pi_{\mathbf q})$, which at $\mathbf q=0$ equals $(F_1-F_2)/(z_2-z_1)$, as the resolvent identity $G_1G_2=(G_1-G_2)/(z_2-z_1)$ demands. For the density the ladder cannot be dropped.

For the current, $C=v$ is translation invariant, so $\mathbf q=0$ and
$$c=\frac{\Omega_0}{(2\pi)^3}\int_{\rm BZ}d^3k\,\frac{\partial\varepsilon_{\mathbf k}/\partial k_x}{(\zeta_1-\varepsilon_{\mathbf k})(\zeta_2-\varepsilon_{\mathbf k})}=\frac{\Omega_0}{(2\pi)^3}\int_{\rm BZ}d^3k\,\frac{\partial\psi(\varepsilon_{\mathbf k})}{\partial k_x},$$
with $\psi(\varepsilon)=[\ln(\zeta_2-\varepsilon)-\ln(\zeta_1-\varepsilon)]/(\zeta_2-\zeta_1)$, or $\psi=(\zeta-\varepsilon)^{-1}$ for $\zeta_1=\zeta_2$; differentiating $\psi$ and combining the fractions returns the integrand. Because $\mathrm{Im}\,\zeta\neq0$ and $\varepsilon$ is real, each logarithm keeps to one half-plane and is single-valued, so $\psi(\varepsilon_{\mathbf k})$ is a smooth periodic function and the zone integral of its gradient is zero. Thus $c=0$ exactly at every $\eta>0$, equation (4) gives $\gamma=0$ there, and the limit $\eta\to0$ of zero is zero despite the pole. A site-diagonal scatterer with one orbital sends out a wave that does not remember the incoming $\mathbf k$, and it is fed only by the local amplitude $c$, to which a current contributes nothing. If $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ the integrand is odd and cancels on any symmetric finite grid, but the proof does not use that symmetry. For a chain with a complex second-neighbour hopping, where $|\varepsilon_k-\varepsilon_{-k}|$ reaches $1.29\,t$, the check finds $c$ at rounding level, $10^{-16}/t$, from an integrand of mean modulus $0.83/t$, and $\Lambda=(0.6970-0.0429i)\,t^2$ both from $\langle t_1t_2\rangle$ and from the Ward identity.

With $K=\bar G_1v\bar G_2$ everything in (1) is diagonal in $\mathbf k$. Define $A(E,\varepsilon)=(i/2\pi)(\bar G^+-\bar G^-)=-\pi^{-1}\mathrm{Im}(E-\Sigma-\varepsilon)^{-1}$ and $\Phi(\varepsilon)=N^{-1}\sum_{\mathbf k}v_{\mathbf k}^2\delta(\varepsilon-\varepsilon_{\mathbf k})$. Then
$$\sigma_{xx}=\frac{2\pi}{\Omega_0}\int dE\,(-f')\,B(E),\qquad B=\int d\varepsilon\,\Phi(\varepsilon)A(E,\varepsilon)^2. \tag{6}$$
A closed form follows from $A^2=(4\pi^2)^{-1}[2\bar G^+\bar G^--(\bar G^+)^2-(\bar G^-)^2]$ and $\tilde\Phi(\zeta)=\int d\varepsilon\,\Phi/(\zeta-\varepsilon)$. With $\mathrm{Im}\,\zeta=\Delta$, $\mathrm{Im}\,\bar G^+=-\Delta|\bar G^+|^2$ gives $\int\Phi\bar G^+\bar G^-=-\mathrm{Im}\,\tilde\Phi/\Delta$, and $\int\Phi(\bar G^+)^2=-\tilde\Phi'$, so
$$B=\frac1{2\pi^2}\Big[-\frac{\mathrm{Im}\,\tilde\Phi(\zeta)}{\Delta}+\mathrm{Re}\,\tilde\Phi'(\zeta)\Big]. \tag{7}$$
On the simple cubic lattice at $\zeta=(-1.3+0.4i)t$, (7) and a direct three-dimensional $\mathbf k$-sum both give $B=0.1156918\,a^2$.

Within the single-site decoupling, the vertex correction to the current vanishes for independent site-diagonal disorder with one orbital per site, so the conductivity reduces to (6), with the closed form (7). It remains to find what the decoupling omits and where the result fails, and to derive Nordheim's parabola and its tilt and compare them with the computed resistivities.
